**Exchange energy per electron of an ideal two-dimensional electron gas**

The program tests $\varepsilon_x=-4Ck_F/(3\pi)$, where $k_F=\sqrt{2\pi n}$, $n$ is the sheet density and $C=e^2/(4\pi\varepsilon_0\varepsilon_r)$. For $n=10^{13}\ \mathrm{cm^{-2}}$ and $\varepsilon_r=8.9$ it prints $-54.43$ meV. An explicit sum over occupied plane waves for 4034 electrons in a periodic box gives $-54.29$ meV, and the program asserts agreement within 0.5 percent. It also asserts agreement with ray and disc-overlap quadratures, and with a library exchange functional at two effective masses. Further assertions cover the Fang–Howard width and form factor, the distant-gate estimate, and the cold and classical limits of thermal exchange. The output shows exchange weakened to $-34.4$ meV by finite thickness and to $-50.6$ meV by a temperature of 300 K, each taken separately. It also shows that the lowest level of the model well lies 70.2 meV below the buffer edge, less than the Fermi energy of 119.7 meV, so one subband cannot hold all the charge in that model.

## Numerical check

```python
"""Exchange energy per electron of an ideal unpolarized 2D electron gas.

Result under test: eps_x = -4 C kF / (3 pi), kF = sqrt(2 pi n),
C = e^2/(4 pi eps0 epsr). n: sheet density, epsr: relative permittivity.
The effective mass must cancel. Internal units are eV and nm.
Further parts size thickness, temperature, gate, correlation and lattice
response for parameters roughly like an AlGaN/GaN electron gas.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import expit, gammaincc, j0
from pyscf.dft import libxc

density_cm2 = 1e13
density = density_cm2 * 1e-14              # nm^-2
mass = 0.2
permittivity = 8.9
permittivity_fast = 5.3                  # rough high-frequency value
temperature = 300.0                      # K
gate_distance = 20.0                     # nm

coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity) * 1e9
hbar2_over_m = sc.hbar**2 / (mass * sc.m_e * sc.e) * 1e18
k_fermi = np.sqrt(2 * np.pi * density)
fermi_energy = hbar2_over_m * k_fermi**2 / 2
exchange = -4 * coulomb * k_fermi / (3 * np.pi)


# Definition: sum over pairs of occupied plane waves in a periodic square.
# The zero-transfer term is replaced by the average of 1/q over its cell.
def box_exchange(radius):
    axis = np.arange(-int(radius) - 1, int(radius) + 2)
    mx, my = np.meshgrid(axis, axis)
    inside = mx**2 + my**2 <= radius**2
    px, py = mx[inside].astype(float), my[inside].astype(float)
    count = px.size                      # electrons of one spin
    distance = np.hypot(px[:, None] - px, py[:, None] - py)
    np.fill_diagonal(distance, 1 / (4 * np.log(1 + np.sqrt(2))))
    side = np.sqrt(2 * count / density)
    value = -coulomb * np.sum(1 / distance) / (2 * count * side)
    return value, 2 * count


box_value, box_electrons = box_exchange(25.3)
# Leading finite-box error falls as 1/radius and is about 0.3 percent here.
assert abs(box_value / exchange - 1) < 0.005

# Average over the disc of the ray length from a state to the disc edge.
ray_average = dblquad(
    lambda angle, x: x * (-x * np.cos(angle)
                          + np.sqrt(max(0.0, 1 - (x * np.sin(angle))**2))),
    0, 1, 0, 2 * np.pi, epsabs=1e-7, epsrel=1e-7)[0]
assert abs(ray_average - 8 / 3) < 1e-5
assert abs(-coulomb * k_fermi / (2 * np.pi) * ray_average / exchange - 1) < 1e-5


# Exchange from the overlap of displaced discs, with weight F(q).
def overlap_exchange(weight):
    def integrand(y):
        area = 2 * k_fermi**2 * (np.arccos(y) - y * np.sqrt(1 - y * y))
        return area * weight(2 * k_fermi * y) * 2 * k_fermi
    return -coulomb / (4 * np.pi**2 * density) * quad(integrand, 0, 1)[0]


assert abs(overlap_exchange(lambda q: 1.0) / exchange - 1) < 1e-7


# Library functionals use effective atomic units set by mass and permittivity.
def library_energy(name, mass_value):
    bohr = sc.physical_constants['Bohr radius'][0] * 1e9
    bohr *= permittivity / mass_value
    hartree = coulomb / bohr
    scaled_density = np.array([density * bohr**2])
    return float(np.ravel(libxc.eval_xc(name, scaled_density)[0])[0]) * hartree


for trial_mass in (mass, 2 * mass):
    assert abs(library_energy('LDA_X_2D', trial_mass) / exchange - 1) < 1e-5
correlation = library_energy('LDA_C_2D_AMGB', mass)
assert correlation < 0

bohr_eff = hbar2_over_m / coulomb
rydberg_eff = coulomb / (2 * bohr_eff)
r_s = 1 / (np.sqrt(np.pi * density) * bohr_eff)
assert abs(-8 * np.sqrt(2) / (3 * np.pi * r_s) * rydberg_eff / exchange - 1) < 1e-9

# Finite thickness: variational Fang-Howard layer, no other buffer charge.
field = 4 * np.pi * coulomb * density     # eV/nm; numerically V/nm
b = (33 * field / (8 * hbar2_over_m))**(1 / 3)


def layer_energy(trial_b):
    charge_beyond = lambda z: gammaincc(3, trial_b * z)
    electrostatic = quad(lambda z: charge_beyond(z)**2, 0, 40 / trial_b)[0]
    return hbar2_over_m * trial_b**2 / 8 + field * electrostatic / 2


best_b = minimize_scalar(layer_energy, bounds=(0.3, 4), method='bounded',
                         options={'xatol': 1e-7}).x
assert abs(best_b / b - 1) < 1e-4


def form_factor(q):
    s = q / b
    return (8 + 9 * s + 3 * s * s) / (8 * (1 + s)**3)


for s_test in (0.3, 1.2):
    direct = 2 * dblquad(
        lambda v, u: (u * v)**2 / 4 * np.exp(-u - v - s_test * (u - v)),
        0, 45, 0, lambda u: u, epsabs=1e-8, epsrel=1e-8)[0]
    assert abs(direct - form_factor(s_test * b)) < 1e-6
thick_exchange = overlap_exchange(form_factor)
assert exchange < thick_exchange < 0

# Lowest level in the Hartree well made by that layer.
step = 0.02
z = np.arange(0, 40 + step / 2, step)
potential = field * cumulative_trapezoid(gammaincc(3, b * z), z, initial=0)
hop = hbar2_over_m / (2 * step**2)
inner = potential[1:-1]
level = eigh_tridiagonal(2 * hop + inner, -hop * np.ones(inner.size - 1),
                         select='i', select_range=(0, 0), eigvals_only=True)[0]
trial_level = hbar2_over_m * b**2 / 8 + field * 33 / (16 * b)
assert level <= trial_level + 1e-5
binding = potential[-1] - level
assert 0 < binding < fermi_energy         # one subband cannot hold all charge

# Metal gate: opposite image charge at twice the gate distance.
gate_exchange = overlap_exchange(lambda q: 1 - np.exp(-2 * q * gate_distance))
gate_shift = gate_exchange - exchange
assert abs(gate_shift / (coulomb / (4 * gate_distance)) - 1) < 0.05

# Thermal exchange; lengths in 1/kF, t = kT/EF, fixed density.
nodes, weights = np.polynomial.legendre.leggauss(800)


def thermal_ratio(t):
    mu = t * np.log(np.expm1(1 / t))
    k_max = np.sqrt(max(mu, 0) + 40 * t)
    r_max = 24 / (np.pi * t) + 12 / np.sqrt(t)
    k = k_max * (nodes + 1) / 2
    r = r_max * (nodes + 1) / 2
    occupied = k * expit((mu - k * k) / t) * weights * k_max / 2
    g = 2 * j0(np.outer(r, k)) @ occupied
    integral = np.sum(weights * g * g) * r_max / 2
    return integral / 4 / (4 / (3 * np.pi))


assert abs(thermal_ratio(0.03) - 1) < 0.005
t_hot = 100.0
classical = np.sqrt(2 * np.pi / t_hot) / 8 / (4 / (3 * np.pi))
# Remaining quantum correction is of order EF/kT, one percent.
assert abs(thermal_ratio(t_hot) / classical - 1) < 0.02
thermal_energy = sc.k * temperature / sc.e
warm_exchange = exchange * thermal_ratio(thermal_energy / fermi_energy)

fast_exchange = exchange * permittivity / permittivity_fast
assert abs(1000 * exchange + 54) < 1


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Sheet density: {density_cm2:.1e} cm^-2")
show("Sheet density converted", density, "nm^-2")
show("Effective mass", mass, "electron masses", 1)
show("Relative permittivity", permittivity, "", 1)
show("Coulomb strength C", coulomb, "eV nm", 5)
show("Fermi wavevector", k_fermi, "nm^-1", 4)
show("Product C kF", 1000 * coulomb * k_fermi, "meV")
show("Factor 4/(3 pi)", 4 / (3 * np.pi), "", 5)
show("IDEAL EXCHANGE PER ELECTRON", 1000 * exchange, "meV")
show("Ideal exchange converted", exchange * sc.e * 1e21, "zJ", 3)
show("Disc ray average (8/3 expected)", ray_average, "", 6)
print(f"Electrons in explicit box sum: {box_electrons}")
show("Exchange from explicit box sum", 1000 * box_value, "meV")
show("Effective Bohr radius", bohr_eff, "nm", 3)
show("Effective Rydberg", 1000 * rydberg_eff, "meV")
show("Density parameter r_s", r_s, "", 4)
show("Fermi energy", 1000 * fermi_energy, "meV", 1)
show("Kinetic energy per electron", 500 * fermi_energy, "meV", 1)
show("Correlation per electron, ideal layer", 1000 * correlation, "meV", 1)
show("Interface field", 10 * field, "MV/cm")
show("Fang-Howard parameter b", b, "nm^-1", 3)
show("Mean distance from interface", 3 / b, "nm")
show("Exchange with finite thickness", 1000 * thick_exchange, "meV", 1)
show("Thick-to-ideal exchange ratio", thick_exchange / exchange, "", 3)
show("Lowest level below flat buffer edge", 1000 * binding, "meV", 1)
show("Temperature", temperature, "K", 0)
show("Thermal energy kT", 1000 * thermal_energy, "meV", 1)
show("kT / Fermi energy", thermal_energy / fermi_energy, "", 3)
show("Ideal-layer exchange at temperature", 1000 * warm_exchange, "meV", 1)
show("Gate distance", gate_distance, "nm", 0)
show("Exchange change due to gate", 1000 * gate_shift, "meV")
show("Rough high-frequency permittivity", permittivity_fast, "", 1)
show("Ideal exchange at that permittivity", 1000 * fast_exchange, "meV", 1)
print("success")
```

Printed output:

```
Sheet density: 1.0e+13 cm^-2
Sheet density converted: 0.10 nm^-2
Effective mass: 0.2 electron masses
Relative permittivity: 8.9
Coulomb strength C: 0.16179 eV nm
Fermi wavevector: 0.7927 nm^-1
Product C kF: 128.25 meV
Factor 4/(3 pi): 0.42441
IDEAL EXCHANGE PER ELECTRON: -54.43 meV
Ideal exchange converted: -8.721 zJ
Disc ray average (8/3 expected): 2.666667
Electrons in explicit box sum: 4034
Exchange from explicit box sum: -54.29 meV
Effective Bohr radius: 2.355 nm
Effective Rydberg: 34.35 meV
Density parameter r_s: 0.7576
Fermi energy: 119.7 meV
Kinetic energy per electron: 59.8 meV
Correlation per electron, ideal layer: -8.3 meV
Interface field: 2.03 MV/cm
Fang-Howard parameter b: 1.301 nm^-1
Mean distance from interface: 2.31 nm
Exchange with finite thickness: -34.4 meV
Thick-to-ideal exchange ratio: 0.632
Lowest level below flat buffer edge: 70.2 meV
Temperature: 300 K
Thermal energy kT: 25.9 meV
kT / Fermi energy: 0.216
Ideal-layer exchange at temperature: -50.6 meV
Gate distance: 20 nm
Exchange change due to gate: 1.98 meV
Rough high-frequency permittivity: 5.3
Ideal exchange at that permittivity: -91.4 meV
success
```
